\section*{The Cubic Kapitza Conductance from Frequency-Independent Acoustic Transmission}

Take two pieces of the same solid, separated by a plane that passes a fixed fraction $\alpha$ of all phonons striking it and reflects the rest. Let there be one phonon branch, with sound speed $c$. At temperature $T$ the occupied phonons have wavevectors up to about $k_BT/\hbar c$, so their number per volume is of order $(k_BT/\hbar c)^3$. Each carries an energy of order $k_BT$ and moves at speed $c$. The energy crossing the plane per area and time is therefore of order
\begin{equation}
\alpha\, c\, k_BT\left(\frac{k_BT}{\hbar c}\right)^3=\alpha\,\frac{k_B^4T^4}{\hbar^3c^2}.
\end{equation}
If the phonons arriving from the two sides have slightly different temperatures, the two opposing fluxes nearly cancel. What remains is the derivative of this expression times the temperature difference, and the derivative is proportional to $T^3$. Three dimensions of wavevector and one factor of phonon energy give the fourth power; linearization removes one. The fraction $\alpha$ leaves the power untouched because it does not depend on frequency.

For a real interface between unlike solids, $\alpha$ depends on the angle of incidence and on the branch. The question is whether it also depends on frequency. Consider two isotropic elastic solids filling $z<0$ (side 1) and $z>0$ (side 2), welded at a flat plane, so that displacement and traction are continuous there. All waves of one scattering event share the frequency $\omega$ and, by translation symmetry along the plane, the parallel slowness $p=\sin\theta/c$. Each has the form
\begin{equation}
\mathbf u=\mathbf a\,e^{i\omega(px+sz-t)},\qquad s^2=\frac1{c^2}-p^2 .
\end{equation}
The traction is an elastic modulus times a spatial derivative of $\mathbf u$, hence $i\omega$ times moduli, slownesses and $\mathbf a$. The factor $i\omega$ is common to every term of the traction condition and cancels. The displacement condition contains no $\omega$ at all. The amplitude ratios thus depend on $p$, the densities and the sound speeds, but not on $\omega$. This remains true when a wave is evanescent, with imaginary $s$, and when longitudinal and transverse waves convert into each other. The normal energy flux of a propagating wave is its energy density $\tfrac12\rho\omega^2|\mathbf a|^2$ times its normal velocity $c\cos\theta$, so $\omega^2$ cancels from flux ratios too. The underlying reason is dimensional: a sharp plane between two linear elastic media supplies no length with which a wavelength could be compared.

The horizontally polarized shear wave (SH), which does not convert, shows this explicitly. With $Z_i=\rho_ic_i\cos\theta_i$, incident amplitude 1, reflected amplitude $r$ and transmitted amplitude $t$, the two conditions are
\begin{equation}
1+r=t,\qquad Z_1(1-r)=Z_2t .
\end{equation}
Inserting $r=t-1$ gives $t=2Z_1/(Z_1+Z_2)$, and the flux ratio is
\begin{equation}
\alpha=\frac{Z_2t^2}{Z_1}=\frac{4Z_1Z_2}{(Z_1+Z_2)^2}.
\label{sh}
\end{equation}
The other two branches, longitudinal (L) and vertically polarized shear (SV), couple to each other and require a small linear system at each $p$, solved numerically below.

Now let the phonons arriving from side 1 have the Bose distribution $n(\omega,T_1)=1/(e^{\hbar\omega/k_BT_1}-1)$, the same in every direction. The flux they send across is the sum over modes heading for the plane of energy, normal velocity, transmission and occupation, divided by the volume. In a large volume the sum becomes $\int d^3k/(2\pi)^3$. With $\mu=\cos\theta$, the azimuth contributes $2\pi$, so the measure is $k^2dk\,d\mu/(4\pi^2)$ with $0<\mu<1$. Hence
\begin{equation}
q_{1\to2}=\sum_j\int_0^\infty\frac{k^2dk}{4\pi^2}\int_0^1d\mu\;\hbar\omega\,c_j\mu\,\alpha_j(\mu)\,n(\omega,T_1).
\end{equation}
For a linear branch $\omega=c_jk$, so $k^2dk=\omega^2d\omega/c_j^3$. One power of $c_j$ cancels against the velocity:
\begin{equation}
q_{1\to2}=\frac{\hbar S}{4\pi^2}\int_0^\infty\omega^3n(\omega,T_1)\,d\omega,\quad
S=\sum_j\frac{\Gamma_j}{c_j^2},\quad \Gamma_j=\int_0^1\alpha_j\mu\,d\mu .
\label{flux}
\end{equation}
Here the frequency independence of $\alpha_j$ is used: it allows $\Gamma_j$ to leave the frequency integral. The upper limit may be set to infinity because $T$ is taken far below the cutoff of every branch, where the Bose factor has already removed the integrand.

With $x=\hbar\omega/k_BT_1$ the remaining integral is $(k_BT_1/\hbar)^4$ times
\begin{equation}
\int_0^\infty\frac{x^3dx}{e^x-1}=\sum_{m=1}^\infty\int_0^\infty x^3e^{-mx}dx=\sum_{m=1}^\infty\frac{6}{m^4}=\frac{\pi^4}{15}.
\end{equation}
Therefore
\begin{equation}
q_{1\to2}=AT_1^4,\qquad A=\frac{\pi^2k_B^4S}{60\hbar^3}.
\end{equation}
For two polarizations, full transmission ($\Gamma_j=\tfrac12$) and the speed of light, $S=1/c^2$ and $A$ becomes the Stefan--Boltzmann constant. A Kapitza interface in this regime exchanges phonon radiation.

The opposing flux has the same form with the transmissions and speeds of side 2. For the net flux to vanish at equal temperatures, its $S$ must be equal to that of side 1. To see that it is, use $\mu^2=1-c_j^2p^2$, so that $\mu\,d\mu=-c_j^2p\,dp$, and
\begin{equation}
S=\sum_j\int_0^{1/c_j}\alpha_j\,p\,dp=\int_0^\infty p\,\mathcal T(p)\,dp,\qquad \mathcal T(p)=\sum_{j\in1}\sum_{i\in2}P_{ij}(p),
\label{sym}
\end{equation}
where $P_{ij}$ is the fraction of energy going from incoming mode $j$ to outgoing mode $i$, counted only when both propagate. Write $\mathbf b=M\mathbf a$ for flux-normalized outgoing and incoming amplitudes. Energy conservation gives $M^\dagger M=1$. Complex conjugation of a lossless solution exchanges incoming and outgoing waves and reverses $p$; a mirror reflection restores $p$. This yields another solution, $\mathbf a^*=M\mathbf b^*$ up to signs of polarization vectors, so $M^{-1}=M^*$ up to those signs. Comparison with $M^{-1}=M^\dagger$ shows that $M$ equals its transpose up to signs, and $P_{ij}=|M_{ij}|^2$ is symmetric. The right side of (\ref{sym}) is then the same from both sides, and the net flux is
\begin{equation}
q=A(T_1^4-T_2^4).
\label{quartic}
\end{equation}

Set $T_{1,2}=T\pm\Delta T/2$. Factoring the difference of fourth powers,
\begin{equation}
T_1^4-T_2^4=(T_1^2-T_2^2)(T_1^2+T_2^2)=2T\Delta T\left(2T^2+\tfrac12\Delta T^2\right),
\end{equation}
so that
\begin{equation}
q=G\,\Delta T\left[1+\left(\frac{\Delta T}{2T}\right)^2\right],\qquad
G=4AT^3=\frac{\pi^2k_B^4S}{15\hbar^3}\,T^3 .
\label{G}
\end{equation}
This is the cubic law. The correction for a finite step is of second order when $G$ is taken at the mean temperature.

Energy conservation also bounds the prefactor. At each $p$, the energy transmitted cannot exceed one unit per propagating mode of side 2, so $\mathcal T(p)$ is at most the number of those modes, and
\begin{equation}
S\le\sum_{j\in2}\int_0^{1/c_j}p\,dp=\frac12\sum_{j\in2}\frac1{c_j^2}.
\end{equation}
The same holds with side 1, and the faster solid gives the tighter bound. However well the impedances match, the slow solid cannot send across more than the fast one would radiate at the same temperature.

As an example, let a silicon die be bonded directly to a sapphire carrier on a cryogenic stage at 1 K, with 1 mW/cm$^2$ flowing through the bond. Sapphire is an insulator, and the silicon is taken to be lightly doped, so that its carriers are frozen out at 1 K; electrons then carry no heat here. Rough typical values, treating both as isotropic, are a density of 2330 kg/m$^3$ with longitudinal and transverse speeds of 9000 and 5400 m/s for silicon, and 4000 kg/m$^3$ with 11000 and 6400 m/s for sapphire. At normal incidence (\ref{sh}) gives a transverse transmission of 0.884; the longitudinal value is 0.874. Beyond $\arcsin(5400/6400)=57.5^\circ$, transverse waves in silicon find no propagating partner in sapphire and are totally reflected. Solving the full boundary problem over all angles gives $\Gamma=0.3034$, 0.2879 and 0.3290 for L, SV and SH waves from silicon, so
\begin{equation}
S=\frac{0.3034}{(9000)^2}+\frac{0.2879+0.3290}{(5400)^2}=2.490\times10^{-8}\ \mathrm{s^2/m^2}.
\end{equation}
The transverse branches supply 85\% of this, mainly because they are slower and there are two of them. From the sapphire side the factors are quite different, 0.439, 0.409 and 0.462, yet they also give $2.490\times10^{-8}$ s$^2$/m$^2$, as detailed balance demands. The bound set by sapphire is $2.855\times10^{-8}$ s$^2$/m$^2$, of which the interface reaches 87\%.

The coefficient is $A=126.9$ W/(m$^2$K$^4$), and at 1 K
\begin{equation}
G=4\times126.9=508\ \mathrm{W/(m^2K)}=50.8\ \mathrm{mW/(cm^2K)}.
\end{equation}
The law gives 6.35 mW/(cm$^2$K) at 0.5 K and 406 mW/(cm$^2$K) at 2 K. It was tested against an explicit sum over discrete wavevectors in a finite box, with the same computed transmissions and a numerical temperature derivative. The sum gave 50.77 mW/(cm$^2$K) at 1 K and an exponent of 2.9999 between 1 and 1.5 K.

The linear law predicts a step of $1/50.8$ K, or 19.7 mK. With the carrier side held at 1 K, (\ref{quartic}) gives $T_1=(1+10/126.9)^{1/4}$ K, a step of 19.1 mK. The difference arises because the linear estimate took $G$ at the carrier temperature; with $G$ at the mean temperature the deviation is $9\times10^{-5}$, as (\ref{G}) states.

These temperatures belong to the phonons arriving at the plane. A thermometer that responds to the local energy density reads something else. An outgoing mode on side 1 is filled partly by reflection and partly by transmission. By the symmetry of $P$, the fraction coming from side 2 equals the transmission $\alpha$ of the reversed mode. For small $\Delta T$ its temperature is therefore $T_1-\alpha\Delta T$. Half of the modes are outgoing, and branch $j$ contributes to the heat capacity in proportion to $c_j^{-3}$, equally in all directions. Averaged over many thermal wavelengths, so that interference between incident and reflected waves becomes negligible, the local temperature is $T_1-a_1\Delta T/2$, with
\begin{equation}
a_1=\frac{\sum_jc_j^{-3}\int_0^1\alpha_j\,d\mu}{\sum_jc_j^{-3}} .
\end{equation}
On side 2 it is $T_2+a_2\Delta T/2$ by the same argument. The local step is
\begin{equation}
\Delta T_{\rm loc}=\Delta T\left(1-\frac{a_1+a_2}{2}\right).
\end{equation}
For identical solids $a_1=a_2=1$ and the local step vanishes, as it must where there is no interface, although $G$ in (\ref{G}) stays finite. For silicon on sapphire $a_1=0.398$ and $a_2=0.801$, so the local step is 0.400 of the incoming one. The conductance referred to local temperatures is then 127 mW/(cm$^2$K) at 1 K, two and a half times larger. Both are proportional to $T^3$, but a quoted prefactor means little unless its temperatures are specified.

The cubic power can fail once a length comparable with the phonon wavelengths enters. Let $S$ depend on frequency. Differentiating the Bose factor in (\ref{flux}) with respect to $T$ gives
\begin{equation}
G=\frac{k_B}{4\pi^2}\left(\frac{k_BT}{\hbar}\right)^3\int_0^\infty\frac{x^4e^x}{(e^x-1)^2}\,S\!\left(\frac{xk_BT}{\hbar}\right)dx .
\label{general}
\end{equation}
For constant $S$ the integral is $4\pi^4/15$, by one integration by parts, and (\ref{G}) returns. For $S\propto\omega^m$, with $m>-3$ so that the integral converges, $G\propto T^{3+m}$. The weight peaks at $x=3.83$, which for transverse waves in silicon at 1 K means a wavelength of 68 nm.

A bonding layer of thickness $d$ and impedance $Z_0$ provides such a length. At normal incidence, let $v$ be the velocity amplitude and $F$ the force per area that side 1 exerts across a plane. A forward wave has $F=Zv$, a backward wave $F=-Zv$. Inside the layer, with phase $\varphi=\omega d/c_0$, adding the two waves gives
\begin{align}
v(0)&=v(d)\cos\varphi-i\frac{F(d)}{Z_0}\sin\varphi,\\
F(0)&=F(d)\cos\varphi-iZ_0v(d)\sin\varphi .
\end{align}
Behind the layer only a forward wave exists, so $F(d)=Z_2v(d)$. In front, the incident amplitude is $\tfrac12[v(0)+F(0)/Z_1]$, that is
\begin{equation}
\frac{v(d)}2\left[\left(1+\frac{Z_2}{Z_1}\right)\cos\varphi-i\left(\frac{Z_2}{Z_0}+\frac{Z_0}{Z_1}\right)\sin\varphi\right].
\end{equation}
Dividing the transmitted flux, proportional to $Z_2|v(d)|^2$, by $Z_1$ times the squared modulus of this amplitude gives
\begin{equation}
\alpha=\frac{4Z_1Z_2}{(Z_1+Z_2)^2\cos^2\varphi+(Z_0+Z_1Z_2/Z_0)^2\sin^2\varphi}
=\frac{\alpha_0}{1+\beta\sin^2\varphi},
\end{equation}
\begin{equation}
\beta=\frac{(Z_0^2-Z_1^2)(Z_0^2-Z_2^2)}{Z_0^2(Z_1+Z_2)^2},
\end{equation}
where $\alpha_0$ is the value without the layer. A layer of lower impedance than both solids has $\beta>0$ and lowers the transmission; one of intermediate impedance raises it.

For 1 nm of silica (roughly 2200 kg/m$^3$, 5900 and 3700 m/s), the thermally weighted transverse transmission at normal incidence falls by 1.9\% at 1 K and by 17\% at 4 K. The local exponent $d\ln G/d\ln T$ that this transverse channel alone would give is 2.96 at 1 K and 2.77 at 4 K. At 0.05 K it is back to 3.00, because $\varphi$ vanishes with frequency. This channel overstates the effect on the whole conductance: summed over all angles and branches, $G$ falls by about 0.5\% at 1 K and 9\% at 4 K.

Branch curvature brings in the lattice spacing as another length. If $\omega=\omega_m\sin(ck/\omega_m)$, the group velocity times $dk$ is $d\omega$, so the flux contains $k^2d\omega$ with
\begin{equation}
k^2=\frac{\omega_m^2}{c^2}\arcsin^2\frac{\omega}{\omega_m}=\frac{\omega^2}{c^2}\left(1+\frac{\omega^2}{3\omega_m^2}+\dots\right).
\end{equation}
Slower phonons are more densely packed. With a cutoff of 14 meV, a rough value for the lowest silicon branch, the thermally weighted factor $k^2$ grows by 0.04\% at 1 K, 0.6\% at 4 K and 4\% at 10 K. This is not the change of $G$ for the present pair. By (\ref{sym}), only modes with a propagating partner in sapphire count, and the extra silicon modes lie mostly outside the critical cone; a transmission held fixed at each angle would violate detailed balance. For SH waves with curvature in silicon alone, $G$ in fact falls, by about 1\% at 10 K, and the net sign depends on the curvature of both solids. At 4 K these estimates stay below 1\%, so in this example the bond layer spoils the cubic law well before the lattice does.

Silicon on sapphire is a real material pair, and the parameters above are ordinary for it; the flat, welded, isotropic interface is the idealization. At 1 K a roughness of 0.3 nm gives a squared phase $(4\pi\times0.3/67.7)^2=0.003$ at the peak wavelength and normal incidence, and about twice that when averaged over the thermal weight; both are small. The anisotropy of silicon changes $\sum_jc_j^{-2}$ by between $-11$\% and $+9$\% with direction, and by 2\% on average. This sum is not $S$ itself: with typical crystal elastic constants, $S$ shifts by about $-1$\% for silicon (001) and $+5$\% for silicon (111) on c-plane sapphire, so for real crystals the values of $S$, $A$ and $G$ above hold only to a few percent. Another delicate assumption is that the incoming phonons are thermal and isotropic. If the mean free path in the die equals its thickness, the kinetic estimate $\tfrac13\sum_jC_jc_j$, with $C_j$ the heat capacity per volume of branch $j$, gives the die a conductance of 110 mW/(cm$^2$K) at 1 K. The temperature drop inside it would be about half the step between incoming phonons, and about equal to the local step, with which a diffusive drop is properly compared. The estimate exceeds the ballistic limit of silicon, 82.5 mW/(cm$^2$K), obtained from (\ref{G}) with all $\Gamma_j=\tfrac12$. This is an order of magnitude, since diffusion is a poor description of such a die, but it shows that a thermometer on the die's far face need not read $T_1$. The numerical output follows.

\section*{Calculated quantities}
\begin{verbatim}
silicon: density 2330 kg/m3, cL 9000, cT 5400 m/s
sapphire: density 4000 kg/m3, cL 11000, cT 6400 m/s
oxide: density 2200 kg/m3, cL 5900, cT 3700 m/s
normal-incidence transmission: L 0.8744, T 0.8838
critical angle, T wave Si to sapphire: 57.5 deg
Gamma from silicon  L, SV, SH: [0.3034 0.2879 0.329 ]
Gamma from sapphire L, SV, SH: [0.439  0.4093 0.4621]
S from silicon side:  2.49024e-08 s2/m2
S from sapphire side: 2.49023e-08 s2/m2
upper bound on S: 2.85463e-08 s2/m2; S/bound 0.872
A: 126.91 W/(m2 K4)
G at 0.5 K: 6.35 mW/(cm2 K)
G at 1.0 K: 50.76 mW/(cm2 K)
G at 2.0 K: 406.11 mW/(cm2 K)
G at 4.0 K: 3248.89 mW/(cm2 K)
G at 1 K, converted: 507.6 W/(m2 K)
G at 1 K from box sum: 50.77 mW/(cm2 K)
exponent from box sum, 1 to 1.5 K: 2.9999
Bose integrals: J4 25.9758, J6 732.487, J6/J4 28.199
heat flux: 1.00 mW/cm2, carrier at 1.0 K
temperature step, linear law: 19.70 mK
temperature step, quartic law: 19.14 mK
q/(G dT) - 1 with G at mean T: 8.99e-05
solid-angle mean alpha: Si 0.398, sapphire 0.801
local step / incoming step: 0.400
G by local temperatures, 1 K: 126.8 mW/(cm2 K)
peak of integrand: x = 3.830
T wavelength in Si at peak, 1 K: 67.7 nm
oxide thickness: 1.0 nm
oxide effect at 1 K: L -0.91 %, T -1.87 %
oxide effect at 4 K: L -10.78 %, T -17.14 %
exponent with oxide, T wave: 2.9999 (0.05 K), 2.964 (1 K), 2.770 (4 K)
branch cutoff: 14 meV = 162.5 K
curvature effect at 1 K: +0.036 %
curvature effect at 4 K: +0.580 %
curvature effect at 10 K: +4.043 %
Si elastic constants: 166, 64, 80 GPa
Si sum of 1/c^2 over isotropic value: mean 1.018, min 0.893, max 1.090
roughness 0.3 nm: squared phase 3.10e-03
die's own conductance, 1 K: 110.0 mW/(cm2 K)
die drop / interface step: 0.46
\end{verbatim}
